**False error bars of a trapped Metropolis chain in a double well, and detection by between/within variance**

A walk with steps ±h samples π ∝ ψ², ψ = c_L e^{−(x+d)²/2} + c_R e^{−(x−d)²/2}, and averages the local energy in V = (x²−d²)²/(8d²) + Fx (Hartree units); γ = 1−λ₂ is the spectral gap, pL and pR are the well weights, Δ is the difference of the well means, N the chain length and b the length of the n blocks. The result is that γ ∝ e^{−d²}, and that for Nγ ≪ 1 the true variance V_N ≈ pL·pR·Δ² far exceeds the blocking estimate E s² = (V_b−V_N)/(n−1) ≈ σ_f²/N, where σ_f² collects the fast modes. The program asserts that the diagonalized gap lies between the resistance bounds for d = 2–5, that the spectral V_N matches a direct autocovariance sum, that σ_f² matches the confined-chain values, and that the lattice mean, the slow-mode weight and the escape probability agree with quadrature, pL·pR·Δ² and 1−e^{−pR·γ·N}. It also asserts, on simulated chains, the values of B (variance of chain means) and W (mean reported variance), the growth of ρ = B/W with N at nearly constant Gelman–Rubin R̂, the miss rate pL⁴+pR⁴, blindness when all chains start in one well, and an F distribution of ρ once a reflection move is added. At d = 4 bohr, F = 0.02 Ha/bohr and N = 20000 the output shows γ = 6.5×10⁻⁸, a true error of 0.073 Ha against a reported 0.0036 Ha, ρ = 474 for 8+8 starts and ρ = 1.03 for 16 starts in one well. With reflection the gap is 0.143 and the two-error-bar coverage rises from 0 to 0.94.

## Check in Python

```python
# Result under test (Hartree atomic units). Metropolis walk, steps +-h, sampling
# pi ~ psi^2, psi = cL exp(-(x+d)^2/2) + cR exp(-(x-d)^2/2), in the potential
# V = (x^2-d^2)^2/(8 d^2) + F x. Observable: local energy E_L = H psi / psi.
# gamma = 1-lambda_2 ~ exp(-d^2), pinched by resistance bounds. For N gamma << 1:
# true variance of a chain mean V_N ~ pL pR Delta^2, reported blocking variance
# E s^2 = (V_b - V_N)/(n-1) ~ sigma_f^2/N. rho = B/W (variance of chain means over
# mean reported s^2) detects this if chains sit in both wells.
# L = {x<=0}, R = {x>0}; pL,pR weights; Delta = mu_R-mu_L; N steps, n blocks of b.
import numpy as np
from scipy import stats, integrate, constants

h, cL, cR = 0.5, np.sqrt(0.7), np.sqrt(0.3)
d0, F0, N, b, b0, burn = 4.0, 0.02, 20000, 500, 100, 5
eV = constants.physical_constants["Hartree energy in eV"][0]

def psi(x, d): return cL*np.exp(-(x+d)**2/2) + cR*np.exp(-(x-d)**2/2)
def V(x, d, F): return (x*x-d*d)**2/(8*d*d) + F*x
def local_energy(x, d, F):
    dd = cL*((x+d)**2-1)*np.exp(-(x+d)**2/2) + cR*((x-d)**2-1)*np.exp(-(x-d)**2/2)
    return -0.5*dd/psi(x, d) + V(x, d, F)
def lattice(d):
    k = int(round((d+6)/h)); x = h*np.arange(-k, k+1); p = psi(x, d)**2
    return x, p/p.sum()
def metropolis(p, m=1, refl=0.0):
    n = len(p); T = np.zeros((n, n))
    for j in range(1, m+1):
        T += (1-refl)/(2*m)*(np.eye(n, k=j)+np.eye(n, k=-j))
    T += refl*np.eye(n)[::-1]
    P = T*np.minimum(1, p[None, :]/p[:, None]); np.fill_diagonal(P, 0)
    return P + np.diag(1-P.sum(1))
def spectrum(p, P):
    s = np.sqrt(p); A = np.eye(len(p)) - s[:, None]*P/s[None, :]
    g, v = np.linalg.eigh((A+A.T)/2)
    return g[1:], v[:, 1:]          # gaps 1-lambda_k, k>=2
def weights(p, v, f):
    # c_k^2 from the centred f: round-off mixes the nearly degenerate slow and constant
    # modes by about eps/gamma, and centring keeps the mean of f out of c_2
    return (v.T@(np.sqrt(p)*(f-p@f)))**2
def gN(g, n):
    one_minus = np.where(g < 0.5, -np.expm1(n*np.log1p(-np.minimum(g, 0.5))), 1-(1-g)**n)
    return ((2-g)/g - 2*(1-g)*one_minus/(n*g*g))/n

print(f"inputs: h={h} bohr, cL^2={cL**2:.1f}, d={d0} bohr, F={F0} Ha/bohr, barrier={V(0,d0,0):.1f} Ha")
print(f"N={N} steps, b={b}, n={N//b} blocks, burn-in={burn*b0} steps")
print("d/bohr  lower  gamma  upper  pi0/(2pLpR)  4 gamma pL pR/pi0  1-lambda3 (per step)")
gam, ratios = {}, []
for d in np.arange(2, 5.01, 0.5):
    x, p = lattice(d); g, _ = spectrum(p, metropolis(p))
    pL = p[x <= 0].sum(); pR = p[x > 0].sum(); pi0 = p[len(x)//2]
    assert abs(pi0/(h*(cL+cR)**2*np.exp(-d*d)/(np.sqrt(np.pi)*(1+2*cL*cR*np.exp(-d*d))))-1) < 1e-10
    kap = 0.5*np.minimum(p[:-1], p[1:])
    lower = 1/np.sum(np.cumsum(p)[:-1]*np.cumsum(p[::-1])[::-1][1:]/kap)
    res = np.where((x[:-1] >= -d-1e-9) & (x[1:] <= d+1e-9), 1/kap, 0.0)
    R = res.sum(); q = np.concatenate([[0], np.cumsum(res)])/R
    upper = 1/(R*(p@q**2-(p@q)**2)); simple = pi0/(2*pL*pR)
    assert lower-1e-14 < g[0] < min(upper, simple)+1e-14   # 1e-14: eigenvalue round-off
    assert g[1] > 0.05
    r = 4*g[0]*pL*pR/pi0; gam[d] = g[0]
    if d >= 4:
        assert upper/lower < 1.001 and 0.85 < r < 1.0; ratios.append(r)
    g4, _ = spectrum(p, metropolis(p, m=4))
    bound4 = 5/(4*pL*pR)*p[np.abs(x) <= 2*h+1e-9].max()
    assert g4[0] < bound4
    if d == d0: wide = (g4[0], bound4)
    print(f"{d:.1f} {lower:.4e} {g[0]:.4e} {upper:.4e} {simple:.3e} {r:.4f} {g[1]:.4f}")
assert np.all(np.diff(ratios) > 0)
slope = np.log(gam[4.5]/gam[4.0])/(4.5**2-4.0**2)
assert abs(slope+1) < 0.03
print(f"d ln(gamma)/d(d^2), d=4 to 4.5: {slope:.4f} bohr^-2")
print(f"steps up to 4h, d=4: gamma={wide[0]:.3e}, bound={wide[1]:.3e}")

x, p = lattice(d0); P = metropolis(p); g, v = spectrum(p, P); ga = g[0]
E, E0 = local_energy(x, d0, F0), local_energy(x, d0, 0.0)
mu = p@E
dpsi = lambda y: -cL*(y+d0)*np.exp(-(y+d0)**2/2) - cR*(y-d0)*np.exp(-(y-d0)**2/2)
kw = dict(points=[-d0, 0, d0], epsabs=1e-12, epsrel=1e-12, limit=200)
num = integrate.quad(lambda y: 0.5*dpsi(y)**2+V(y, d0, F0)*psi(y, d0)**2, -12, 12, **kw)[0]
den = integrate.quad(lambda y: psi(y, d0)**2, -12, 12, **kw)[0]
assert abs(mu-num/den) < 1e-9

def confined(mask):      # chain confined to one well, Poisson equation, no spectrum
    pa = p[mask]/p[mask].sum(); Pa = metropolis(pa); f = E[mask]-pa@E[mask]
    z = np.linalg.solve(np.eye(len(pa))-Pa+np.outer(np.ones(len(pa)), pa), f)
    return pa@E[mask], pa@f**2, 2*pa@(f*z)-pa@f**2
Lm = x <= 0; pL, pR = p[Lm].sum(), p[~Lm].sum()
muL, vL, sL = confined(Lm); muR, vR, sR = confined(~Lm); Delta = muR-muL
c2 = weights(p, v, E)
assert abs(c2.sum()/(p@(E-mu)**2)-1) < 1e-11
assert abs(Delta/(2*F0*d0)-1) < 1e-4 and abs(c2[0]/(pL*pR*Delta**2)-1) < 1e-4
sf = np.sum(c2[1:]*(2-g[1:])/g[1:])
assert abs(sf/(pL*sL+pR*sR)-1) < 1e-3
ft = E-mu; w = ft.copy(); C = np.empty(N)
for t in range(N):
    C[t] = (p*ft)@w; w = P@w
def V_direct(n): return (C[0]+2*np.sum((1-np.arange(1, n)/n)*C[1:n]))/n
VN, Vb = c2@gN(g, N), c2@gN(g, b)
assert abs(VN/V_direct(N)-1) < 1e-8 and abs(Vb/V_direct(b)-1) < 1e-8
assert abs(VN/(c2[0]*(1-N*ga/3)+sf/N)-1) < 1e-4
Es2 = lambda bb: (c2@gN(g, bb)-VN)/(N//bb-1)
slow = c2[0]*(gN(g, b)[0]-gN(g, N)[0])/(N//b-1)
assert abs(slow/(c2[0]*ga*b/3)-1) < 1e-2 and abs(Es2(b)/(sf/N)-1) < 0.03
iL, iR = np.argmin(abs(x+d0)), np.argmin(abs(x-d0))
Pab = P.copy(); Pab[iR] = 0; Pab[iR, iR] = 1
esc = (np.where(Lm, p, 0)/pL@np.linalg.matrix_power(Pab, N))[iR]
assert abs(esc/(-np.expm1(-pR*ga*N))-1) < 0.02
c2E0 = weights(p, v, E0)[0]; c2x = weights(p, v, x)[0]
assert c2E0 < 1e-8 and abs(c2x/(pL*pR*4*d0**2)-1) < 1e-3
print(f"round-off overlap of slow and constant mode: {abs(v[:, 0]@np.sqrt(p)):.1e}")
print(f"pL={pL:.6f}, pR={pR:.6f}, 1/gamma={1/ga:.4e} steps, N gamma={N*ga:.4e}")
print(f"mu={mu:.6f} Ha ({mu*eV:.4f} eV), quadrature {num/den:.6f} Ha")
print(f"mu_L={muL:.6f} Ha, mu_R={muR:.6f} Ha, Delta={Delta:.6f} Ha")
print(f"c2^2={c2[0]:.5e} Ha^2, bias in L={-pR*Delta:.5f} Ha, in R={pL*Delta:.5f} Ha")
print(f"sigma_L^2={sL:.5f}, sigma_R^2={sR:.5f}, sigma_f^2={sf:.5f} Ha^2")
print(f"raw in-well variance: L {vL:.5f}, R {vR:.5f} Ha^2")
print(f"V_N={VN:.5e} Ha^2, true error={np.sqrt(VN):.5f} Ha ({np.sqrt(VN)*eV:.3f} eV)")
print(f"E s^2={Es2(b):.4e} Ha^2, reported={np.sqrt(Es2(b)):.5f} Ha ({np.sqrt(Es2(b))*eV:.4f} eV)")
print(f"sigma_f^2/N={sf/N:.4e}, slow part of E s^2={slow:.3e} Ha^2, V_N/E s^2={VN/Es2(b):.1f}")
print("sqrt(E s^2)/Ha, b=100,500,2000: "+", ".join(f"{np.sqrt(Es2(k)):.5f}" for k in (100, 500, 2000)))
print(f"escape probability from L in N steps: {esc:.4e}, formula {-np.expm1(-pR*ga*N):.4e}")
print(f"steps for true error to reach reported: {2*c2[0]/(ga*Es2(b)):.3e}")
print(f"slow-mode weight: E_L at F=0 {c2E0:.1e} Ha^2, x {c2x:.4f} bohr^2")

rng = np.random.default_rng(20240)
obs = np.array([E, E0, x, E**2])
def simulate(start, refl):
    n, M = len(x), len(start)
    lp = np.concatenate([[-np.inf], np.log(p), [-np.inf]]); s = start+1
    out = np.empty((len(obs), N//b0, M)); traj = np.empty((b0, M), dtype=int)
    for k in range(-burn, N//b0):
        step = 2*rng.integers(0, 2, (b0, M))-1; logu = -rng.exponential(size=(b0, M))
        jump = rng.random((b0, M)) < refl
        for t in range(b0):
            trial = np.where(jump[t], n+1-s, s+step[t])
            s = np.where(logu[t] < lp[trial]-lp[s], trial, s); traj[t] = s
        if k >= 0: out[:, k] = obs[:, traj-1].mean(1)
    return out
def summary(a, bb=b):
    y = a.reshape(-1, bb//b0, a.shape[1]).mean(1)
    return y.mean(0), y.var(0, ddof=1)/len(y)
def rho(m, s2): return m.var(ddof=1)/s2.mean()
def rhat(a, a2):
    n = len(a)*b0; m = a.mean(0); W0 = np.mean(a2.mean(0)-m**2)*n/(n-1)
    return np.sqrt(((n-1)/n*W0+m.var(ddof=1))/W0)
alarm = lambda M: stats.f.ppf(0.999, M-1, M*(N//b-1))

split = np.repeat([iL, iR], 8)
out = simulate(np.concatenate([rng.choice(len(x), 400, p=p), split, np.full(16, iL)]), 0.0)
m, s2 = summary(out[0]); st, sp, al = slice(0, 400), slice(400, 416), slice(416, 432)
one = 416; z = (m[one]-mu)/np.sqrt(s2[one])
assert abs(z) > 5 and abs(m[one]-muL) < 4.5*np.sqrt(sL/N)
print(f"one chain in L: {m[one]:.5f} +- {np.sqrt(s2[one]):.5f} Ha, z={z:.1f}, sigma_L/sqrtN={np.sqrt(sL/N):.5f} Ha")
print("its error/Ha, b=100,500,2000: "+", ".join(f"{np.sqrt(summary(out[0], k)[1][one]):.5f}" for k in (100, 500, 2000)))
dev2 = (m[st]-m[st].mean())**2
assert abs(m[st].var(ddof=1)-VN) < 4*dev2.std()/20 and abs(s2[st].mean()-Es2(b)) < 4.5*s2[st].std()/20
cov = np.mean(abs(m[st]-mu) < 2*np.sqrt(s2[st])); assert cov < 0.02
print(f"400 stationary: B={m[st].var(ddof=1):.4e}, W={s2[st].mean():.4e} Ha^2, 2s coverage={cov:.3f}")
q4 = N//b0//4
r_full, r_q = rho(m[st], s2[st]), rho(*summary(out[0][:q4, st]))
h_full, h_q = rhat(out[0][:, st], out[3][:, st]), rhat(out[0][:q4, st], out[3][:q4, st])
assert 3.4 < r_full/r_q < 4.6 and abs(h_full-h_q) < 0.02
print(f"N/4 -> N: rho {r_q:.1f} -> {r_full:.1f}, Rhat {h_q:.4f} -> {h_full:.4f}")
miss = np.mean([rho(m[i:i+4], s2[i:i+4]) < alarm(4) for i in range(0, 400, 4)])
pm = pL**4+pR**4; assert abs(miss-pm) < 4*np.sqrt(pm*(1-pm)/100)
print(f"groups of 4: missed {miss:.2f}, formula {pm:.4f}; M=16 formula {pL**16+pR**16:.4f}")
Wp = (sL+sR)/(2*N); Bp = Delta**2*64/240+Wp; Bs = m[sp].var(ddof=1)
hp = np.sqrt(1+Bp/((vL+vR)/2)); hs = rhat(out[0][:, sp], out[3][:, sp])
assert abs(Bs/Bp-1) < 0.1 and rho(m[sp], s2[sp]) > alarm(16) and abs(hs-hp) < 0.02
assert abs(m[sp].mean()-mu-(0.5-pR)*Delta) < 4.5*np.sqrt(Wp/16)
print(f"alarm level F(0.999;15,{16*(N//b-1)})={alarm(16):.3f}")
print(f"8L+8R: B={Bs:.4e} (pred {Bp:.4e}), W={s2[sp].mean():.4e} (pred {Wp:.4e}) Ha^2")
print(f"8L+8R: rho={rho(m[sp], s2[sp]):.1f} (pred {Bp/Wp:.1f}), Rhat={hs:.4f} (pred {hp:.4f})")
print(f"8L+8R pooled {m[sp].mean():.5f} +- {np.sqrt(Bs/16):.5f} Ha, bias pred {(0.5-pR)*Delta:.5f} Ha")
zal = (m[al].mean()-mu)/np.sqrt(m[al].var(ddof=1)/16)
assert rho(m[al], s2[al]) < alarm(16) and abs(zal) > 10
print(f"16L: rho={rho(m[al], s2[al]):.2f}, pooled {m[al].mean():.5f} +- {np.sqrt(m[al].var(ddof=1)/16):.5f} Ha, z={zal:.1f}")
r0, rx = rho(*summary(out[1][:, sp])), rho(*summary(out[2][:, sp]))
assert r0 < alarm(16) < rx
print(f"8L+8R: rho of E_L at F=0 {r0:.2f}, rho of x {rx:.3e}")

refl = 0.1
gc, vc = spectrum(p, metropolis(p, refl=refl)); cc = weights(p, vc, E)
VNc = cc@gN(gc, N); Ec = (cc@gN(gc, b)-VNc)/(N//b-1)
assert gc[0] > 0.05 and abs(VNc/Ec-1) < 0.03
mc, s2c = summary(simulate(np.tile(split, 50), refl)[0])
groups = [rho(mc[i:i+16], s2c[i:i+16]) for i in range(0, 800, 16)]
ks = stats.kstest(groups, stats.f(15, 16*(N//b-1)).cdf).pvalue
covc = np.mean(abs(mc-mu) < 2*np.sqrt(s2c)); covt = 2*stats.t.cdf(2, N//b-1)-1
assert ks > 1e-3 and abs(covc-covt) < 0.035 and abs(mc.mean()-mu) < 4*np.sqrt(VNc/800)
assert abs(rho(mc, s2c)-VNc/Ec) < 4*np.sqrt(2/799)
print(f"reflection prob {refl}: gamma={gc[0]:.4f}, true error={np.sqrt(VNc):.5f} Ha, V_N/E s^2={VNc/Ec:.4f}")
print(f"800 chains: rho={rho(mc, s2c):.3f}, 2s coverage={covc:.3f} (t law {covt:.3f}), KS p vs F={ks:.2f}")
print(f"first 8L+8R group: rho={groups[0]:.2f}, pooled {mc[:16].mean():.5f} +- {np.sqrt(mc[:16].var(ddof=1)/16):.5f} Ha")
print("no test failed")
```

Running it gives:

```
inputs: h=0.5 bohr, cL^2=0.7, d=4.0 bohr, F=0.02 Ha/bohr, barrier=2.0 Ha
N=20000 steps, b=500, n=40 blocks, burn-in=500 steps
d/bohr  lower  gamma  upper  pi0/(2pLpR)  4 gamma pL pR/pi0  1-lambda3 (per step)
2.0 4.6345e-03 6.5604e-03 6.6859e-03 2.320e-02 0.5655 0.1654
2.5 7.8654e-04 8.3122e-04 8.3342e-04 2.481e-03 0.6701 0.1679
3.0 6.1061e-05 6.1335e-05 6.1347e-05 1.588e-04 0.7723 0.1698
3.5 2.6163e-06 2.6168e-06 2.6169e-06 6.160e-06 0.8497 0.1702
4.0 6.5430e-08 6.5430e-08 6.5430e-08 1.449e-07 0.9034 0.1702
4.5 9.7019e-10 9.7019e-10 9.7019e-10 2.066e-09 0.9391 0.1702
5.0 8.5998e-12 8.5997e-12 8.5998e-12 1.788e-11 0.9621 0.1702
d ln(gamma)/d(d^2), d=4 to 4.5: -0.9909 bohr^-2
steps up to 4h, d=4: gamma=5.549e-06, bound=1.451e-04
round-off overlap of slow and constant mode: 2.2e-09
pL=0.700000, pR=0.300000, 1/gamma=1.5284e+07 steps, N gamma=1.3086e-03
mu=0.473859 Ha (12.8944 eV), quadrature 0.473859 Ha
mu_L=0.425859 Ha, mu_R=0.585859 Ha, Delta=0.160000 Ha
c2^2=5.37595e-03 Ha^2, bias in L=-0.04800 Ha, in R=0.11200 Ha
sigma_L^2=0.23921, sigma_R^2=0.32550, sigma_f^2=0.26509 Ha^2
raw in-well variance: L 0.02612, R 0.03362 Ha^2
V_N=5.38686e-03 Ha^2, true error=0.07340 Ha (1.997 eV)
E s^2=1.3178e-05 Ha^2, reported=0.00363 Ha (0.0988 eV)
sigma_f^2/N=1.3255e-05, slow part of E s^2=5.861e-08 Ha^2, V_N/E s^2=408.8
sqrt(E s^2)/Ha, b=100,500,2000: 0.00355, 0.00363, 0.00367
escape probability from L in N steps: 3.9220e-04, formula 3.9250e-04
steps for true error to reach reported: 1.247e+10
slow-mode weight: E_L at F=0 1.3e-13 Ha^2, x 13.4400 bohr^2
one chain in L: 0.42138 +- 0.00348 Ha, z=-15.1, sigma_L/sqrtN=0.00346 Ha
its error/Ha, b=100,500,2000: 0.00331, 0.00348, 0.00401
400 stationary: B=4.9090e-03, W=1.2965e-05 Ha^2, 2s coverage=0.000
N/4 -> N: rho 96.1 -> 378.6, Rhat 1.0845 -> 1.0840
groups of 4: missed 0.33, formula 0.2482; M=16 formula 0.0033
alarm level F(0.999;15,624)=2.563
8L+8R: B=6.9036e-03 (pred 6.8408e-03), W=1.4551e-05 (pred 1.4118e-05) Ha^2
8L+8R: rho=474.4 (pred 484.6), Rhat=1.1105 (pred 1.1086)
8L+8R pooled 0.50670 +- 0.02077 Ha, bias pred 0.03200 Ha
16L: rho=1.03, pooled 0.42650 +- 0.00089 Ha, z=-53.1
8L+8R: rho of E_L at F=0 0.83, rho of x 6.591e+04
reflection prob 0.1: gamma=0.1429, true error=0.00428 Ha, V_N/E s^2=1.0116
800 chains: rho=1.023, 2s coverage=0.940 (t law 0.948), KS p vs F=0.58
first 8L+8R group: rho=0.68, pooled 0.47489 +- 0.00094 Ha
no test failed
```
